# Slot filling by equal isotropic deposition and etching

## 1. What goes wrong without the result

Suppose that a film is deposited on a grooved surface and the same thickness is then etched away. If one subtracts the two thicknesses everywhere, one predicts that nothing has changed. A narrow groove contradicts this: its two wall films merge, and the etchant can then attack the merged film only from its outer end. If one assumes instead that every narrow groove is filled flush, one misses the recess left at its mouth, and the voids left where gas could not enter.

The result needed is geometrical. It says which grooves are filled, how completely, and what must hold for the prediction to apply.

## 2. Model and conventions

Let $S$ be the closed solid before deposition and $d(\mathbf r)$ the distance from $\mathbf r$ to $S$. The deposited thickness is $t$, and so is the etched thickness, except in Section 8. Three assumptions define the ideal process:

1. In each half of the process, the surface moves along its normal at the same rate everywhere.
2. Deposition gas reaches every open surface until that surface closes.
3. Merged films behave as one solid: a closed seam is etched only from its outer end.

Surface diffusion, stress and dependence of the rates on crystal orientation or curvature are left out.

The slot is infinitely long in the third direction. Its cross-section has width $w=2a$ and depth $L$. The original top surface is $y=0$, the centre line is $x=0$ and the floor is $y=-L$.

## 3. Deposition, and why cycles add

Growth by $t$ covers every point within distance $t$ of the solid:

$$D_t=\{\mathbf r:d(\mathbf r)\le t\}.$$

The process runs in cycles, so we must show that growing by $b$ after $c$ equals growing by $b+c$. Take $\mathbf r$ with $d(\mathbf r)>c$, and let $\mathbf s$ be its nearest point in $S$. The point on the segment from $\mathbf s$ to $\mathbf r$ at distance $c$ from $\mathbf s$ lies in $D_c$. Therefore

$$\operatorname{dist}(\mathbf r,D_c)\le d(\mathbf r)-c.$$

Conversely, for any $\mathbf q\in D_c$ the triangle inequality gives $d(\mathbf r)\le|\mathbf r-\mathbf q|+c$, so the distance is at least $d(\mathbf r)-c$. The two bounds agree. The second growth thus covers the points with $d-c\le b$, which is $D_{b+c}$.

The same argument applies to etching, with the gas region as the growing set. Equal rates per cycle are therefore unnecessary. What matters is

$$N_{\rm dep}\,g_{\rm dep}=N_{\rm etch}\,g_{\rm etch}=t,$$

where $N$ is a number of cycles and $g$ a thickness per cycle.

## 4. Etching completes a closing

After deposition the gas occupies $G=\{d>t\}$. Etching removes every solid point closer than $t$ to $G$. The final gas region is therefore

$$G_{\rm final}=\bigcup_{d(\mathbf c)>t}B(\mathbf c,t),$$

where $B(\mathbf c,t)$ is the open ball of radius $t$ about $\mathbf c$. The remaining solid $C$ is the complement of this union.

This is the morphological closing: growth by a closed ball (dilation) followed by shrinkage by the same ball (erosion). Erosion keeps a point if its closed ball of radius $t$ contains no gas. Since $G$ is open, a gas point at distance $t$ would have gas neighbours slightly closer, so this condition is the same as $\operatorname{dist}(\mathbf r,G)\ge t$.

In physical terms, a region becomes gas again if a ball of radius $t$ can cover it without touching the original solid.

**The substrate survives.** Every centre has $d(\mathbf c)>t$, so its ball misses $S$. The etch front travels only $t$ and stops before it removes substrate. Under the three assumptions, no chemical selectivity is needed.

**Repetition adds nothing.** Let $d_C$ be the distance to $C$. Because $C$ contains $S$, $d_C\le d$. Now take $d(\mathbf c)=t+\varepsilon$ with $\varepsilon>0$. All centres within $\varepsilon$ of $\mathbf c$ are also allowed, and their balls together cover $B(\mathbf c,t+\varepsilon)$. Hence $d_C(\mathbf c)\ge t+\varepsilon=d(\mathbf c)$, and the two distances are equal wherever $d>t$. A second closing has the same allowed centres and changes nothing. Many small deposit-etch pairs therefore cannot replace one large pair: the thickness of a single pair sets the threshold.

## 5. The film front above a narrow slot

Let $a\le t$. A point inside the slot is at most $a-|x|\le t$ from a side wall, so no allowed centre lies there. Above the slot, for $|x|<a$ and $y>0$, the nearest solid is either a top corner or the floor:

$$d=\min\left[\sqrt{(a-|x|)^2+y^2},\;y+L\right].$$

The condition $d>t$ requires both

$$y>\sqrt{t^2-(a-|x|)^2}\quad\text{and}\quad y>t-L .$$

The first condition describes two arcs of radius $t$ about the corners. They meet in a cusp at $x=0$, at height

$$h=\sqrt{t^2-a^2}.$$

This is the lowest point of the arcs. The floor condition is therefore irrelevant if $t-L\le h$, or $L\ge t-h$. Such a slot will be called deep.

## 6. The meniscus

Etching sends balls of radius $t$ down from this front. We now show that the ball centred at the cusp reaches lowest at every $x$ in the mouth.

Let an allowed ball have its centre at $(x_0,k)$ with $0<k<t$, so that it reaches below $y=0$. It cuts that line in the interval $|x-x_0|<b$, with $b=\sqrt{t^2-k^2}$. If it enters the slot, this interval lies inside $(-a,a)$, because the ball misses the solid on either side. Compare its lower edge with that of the ball centred at $(0,h)$:

$$\Delta(x)=\left[k-\sqrt{t^2-(x-x_0)^2}\right]-\left[h-\sqrt{t^2-x^2}\right].$$

At $x=x_0\pm b$ the first bracket vanishes. The second is not positive, since $|x|\le a$ implies $\sqrt{t^2-x^2}\ge h$. Thus $\Delta\ge0$ at both ends. Between them,

$$\Delta'(x)=f(x-x_0)-f(x),\qquad f(u)=\frac{u}{\sqrt{t^2-u^2}} .$$

The function $f$ is increasing, so $\Delta'$ has one sign, that of $-x_0$. A monotone function that is non-negative at both ends is non-negative between them. No allowed ball reaches below the central one.

The central ball itself has $d=t$ and is a limiting case, but balls centred slightly higher are allowed and approach it. The final surface is

$$y(x)=h-\sqrt{t^2-x^2},\qquad |x|\le a,$$

and its depth at the centre is

$$\boxed{m=t-h=t-\sqrt{t^2-\frac{w^2}{4}}\,,\qquad w\le2t,\quad L\ge m.}$$

Outside the slot the film is removed and the surface returns to $y=0$. The slot is plugged, but not flush.

The unfilled area is

$$\begin{aligned}
A&=\int_{-a}^{a}\left(\sqrt{t^2-x^2}-h\right)dx\\
&=\left[\frac{x}{2}\sqrt{t^2-x^2}+\frac{t^2}{2}\arcsin\frac{x}{t}\right]_{-a}^{a}-2ah\\
&=ah+t^2\arcsin\frac at-2ah
=t^2\arcsin\frac at-ah .
\end{aligned}$$

For $w\ll2t$, expanding the root gives $h\simeq t-a^2/(2t)$ and hence $m\simeq w^2/(8t)$. A thicker deposit then leaves a flatter plug. At $w=2t$, on the other hand, $h=0$, $m=t$ and $A=\pi t^2/2$: the recess is a half-disc.

## 7. Shallow and wide slots

**Shallow slot, $L<m$.** Near the centre the floor now limits the front, at $y=t-L$. This happens where

$$\sqrt{t^2-(a-|x|)^2}\le t-L .$$

Both sides are non-negative. Squaring and rearranging gives

$$(a-|x|)^2\ge t^2-(t-L)^2=2tL-L^2 .$$

Balls centred on this flat part touch the floor directly below them. The exposed floor width is therefore

$$w_{\rm exp}=2\left[a-\sqrt{2tL-L^2}\right].$$

It is positive because $L<m$ means $t-L>h$, so that $2tL-L^2<a^2$. Being narrower than $2t$ is thus not enough for a plug that covers the floor.

**Wide slot, $w>2t$ and $L\ge t$.** Centres with $|x|<a-t$ and $y>-L+t$ are now allowed inside the slot. Their balls reach the floor and both walls, and the slot recovers its width and depth. They cannot enter the bottom corners. Each corner keeps a square of side $t$ minus a quarter-disc, so the total residual area is

$$A_{\rm fillet}=2\left(1-\frac\pi4\right)t^2 .$$

As $w$ passes through $2t$, the final centre depth jumps from $t$ to $L$.

## 8. Unequal thicknesses

Keep the deposit at $t$ but etch by $e$. Consider a deep slot with $a\le t$ and a point $(0,-q)$ in the plug. A point on the right-hand arc of the film front is $(a-t\sin\theta,\;t\cos\theta)$, with $0\le\theta\le\arcsin(a/t)$. The squared distance between the two points is

$$R^2=(a-t\sin\theta)^2+(t\cos\theta+q)^2 .$$

Differentiation gives

$$\begin{aligned}
\frac{dR^2}{d\theta}&=-2t\cos\theta\,(a-t\sin\theta)-2t\sin\theta\,(t\cos\theta+q)\\
&=-2t(a\cos\theta+q\sin\theta)\le0 .
\end{aligned}$$

The nearest gas is therefore at the largest $\theta$, which is the cusp, at distance $q+h$. Setting this equal to $e$ gives the recess below the original surface:

$$r=e-h,\qquad h\le e<L+h .$$

An etch error passes one to one into this recess, which is measured from the original plane $y=0$. The flat surface beside the slot moves by the same error when it is film ($e<t$) or substrate that etches at the film rate ($e>t$), so the step from the flat surface down to the plug centre then stays $m$. For $e>t$ the formula also assumes that the substrate etches no faster than the film, so that no quicker route runs through it.

## 9. When gas access fails

At film thickness $s$ the open region is $\{d>s\}$. Growth continues in a part of it only while that part is connected to the gas above.

In a straight slot $d=\min(a-|x|,\,y+L)$, which never decreases on the way up. Above the mouth, both distances in Section 5 increase with $y$. Any open point therefore has an open vertical path to the outside, and nothing is trapped.

Now let a mouth of width $w_0$ lead to a wider body of width $w_1$. The mouth closes when $s=w_0/2$. Far from the body's ceiling and floor, the trapped gap is

$$w_{\rm void}=w_1-2\,\frac{w_0}{2}=w_1-w_0 .$$

The ideal closing would fill this region if $w_1\le2t$, but the real sequence has no gas with which to do so. The void stays buried if the straight mouth section is longer than the meniscus depth calculated with $w_0$.

## 10. Worked example

Take $t=10$ nm, deposited in $10/0.10=100$ cycles and removed in $10/0.05=200$ cycles. The threshold width is 20 nm. All slots are 60 nm deep unless stated otherwise.

**A 16 nm slot.** Here $a=8$ nm, so

$$h=\sqrt{10^2-8^2}=6\ \text{nm},\qquad m=10-6=4\ \text{nm}.$$

The unfilled area is

$$A=100\arcsin(0.8)-8\times6=44.7\ \text{nm}^2 .$$

The slot's cross-section is $16\times60=960$ nm², so 95.3 % is filled. A direct construction of the ball envelope also gives 4.000 nm and 44.73 nm². A separate calculation on a grid of 0.1 nm pixels gives a depth of 4.0 nm.

**A 24 nm slot.** With the same process, the centre depth returns to 60 nm. The fillets occupy $2(1-\pi/4)\times100=42.9$ nm², as the envelope confirms.

**Near the threshold.** Widths of 19.8, 20.0 and 20.2 nm give final depths of 8.59, 10.00 and 60.00 nm. A change of 0.2 nm in width thus decides between a plug and an open slot. This sharpness belongs to the ideal model; a real slot whose width varies by that amount could be plugged in some places and open in others.

**A shallow slot.** At 16 nm width and 3 nm depth, the depth is less than $m=4$ nm. The exposed floor is $2(8-\sqrt{60-9})=1.72$ nm wide.

**Smaller repeated steps.** Four pairs of 5 nm deposition and 5 nm etching leave the 16 nm slot 60 nm deep. The total deposited is 20 nm, but each pair can plug only widths up to 10 nm.

**Etch error.** With the deposit held at 10 nm, etching 10.5 nm gives a recess of $10.5-6=4.5$ nm, and etching 9.5 nm gives 3.5 nm. In the second case 0.5 nm of film remains on the flat surface; in the first, an unselective etch removes 0.5 nm of substrate there. Either way the step from the flat surface to the plug centre is still 4 nm.

**A narrowed mouth.** Let the top 10 nm of the 16 nm slot be only 14 nm wide. A calculation that stops growth in disconnected gas finds a buried void 2.0 nm wide, equal to $16-14$ nm.

## 11. Finite molecules and finite dose

**The seam.** Give the precursor a rough diameter of 0.7 nm. Each cycle narrows the gap by 0.2 nm. The precursor last enters a gap of 0.8 nm and leaves a seam of 0.6 nm, with $(16-0.6)/2=7.7$ nm of film on each wall. Above the mouth the film fronts are slanted and approach each other faster in each cycle, so the seam width varies there, between about 0.45 and 0.7 nm under the same rule.

If every reagent needed for etching can enter the whole seam from the start of the etch, assumption 3 fails. The etch can remove 10 nm, more than the 7.7 nm present, and the slot reopens. With a resistant substrate its centre depth is 60 nm. An unselective etch continues into the floor by $10-7.7=2.3$ nm and gives 62.3 nm. An accessible seam thus changes the final depth from 4 nm to at least 60 nm.

**The dose.** Can the precursor supply the last open gap? Let $g$ be the gap, $K$ the number of molecules taken up per wall area in a pulse, $M$ the molecular mass, $P$ the partial pressure and $\tau$ the pulse time. Assume molecular flow, diffuse re-emission from saturated walls and complete absorption at the front between saturated and fresh wall.

Let $W(\ell)$ be the probability that a molecule entering the gap reaches a front at depth $\ell$. The flux at the opening is $P/\sqrt{2\pi Mk_BT}$. Advancing the front by $d\ell$ uses $2K\,d\ell$ molecules per unit slot length, because there are two walls. Hence

$$\frac{P}{\sqrt{2\pi Mk_BT}}\,gW\,d\tau=2K\,d\ell .$$

For a long gap, estimate the diffusion coefficient as $\bar v(2g)/3$, where $\bar v$ is the mean speed and $2g$ is four times the area divided by the perimeter. The diffusive flux is $2g\bar vn/(3\ell)$ and the incident flux is $n\bar v/4$, with $n$ the gas density at the opening. Their ratio is $W\simeq8g/(3\ell)$. Adding 1 to its inverse restores $W=1$ at zero length:

$$\frac1W\simeq1+\frac{3\ell}{8g}.$$

Integrating from 0 to $L$ gives

$$P\tau\simeq2K\sqrt{2\pi Mk_BT}\left[\frac Lg+\frac{3L^2}{16g^2}\right].$$

Use $K=4$ nm$^{-2}$, $M=72$ u, $T=550$ K and $L/g=60/0.8=75$. The bracket is $75+3\times75^2/16\simeq1130$, and the dose is $5.1\times10^{-3}$ Torr s. Solving the integral equation for successive wall collisions, with the same absorbing front, gives $3.3\times10^{-3}$ Torr s. The estimate is thus about 1.5 times the more detailed value. Taking $L=60$ nm is generous: 7.6 nm of film already lies on the floor, so the parallel part of the gap is 52.4 nm deep, which lowers both doses by about a quarter.

Both lie well below the chosen pulse of 0.10 Torr s, but both assume that a molecule sticks at its first collision with fresh wall. A sticking probability $s\ll1$ adds roughly $K\sqrt{2\pi Mk_BT}\,\ln(100)/s$ to reach 99 % coverage: for $s\sim10^{-3}$ the total is about $1.4\times10^{-2}$ Torr s, and a water pulse with $s\sim10^{-4}$ and $K=6$ nm$^{-2}$ needs about 0.08 Torr s, close to the pulse. Both doses also treat the molecule as a point. The centre of a rigid molecule 0.7 nm across has only $0.8-0.7=0.1$ nm of free width in the last gap. With $g=0.1$ nm the bracket becomes $600+3\times600^2/16=68\,100$, and the formula gives about 0.3 Torr s, which is more than the pulse. This figure is an overestimate: in a slot that is infinitely long in the third direction, $W$ falls more slowly than $g/\ell$, by a logarithmic factor, so the formula overshoots by more here than at $L/g=75$. The integral equation gives about 0.14 Torr s, or 0.11 Torr s for a depth of 52.4 nm, of the same order as the pulse. The point-molecule doses are therefore too low for the last gap, and with such rough inputs the estimate cannot decide whether the final cycle reaches the floor. If it does not, the deep part of the seam stays 0.8 nm wide instead of 0.6 nm.

## 12. Reading the result beside a real process

The cycle thicknesses and temperature lie roughly in the regime of alumina deposited from trimethylaluminium and water, and etched thermally with hydrogen fluoride and trimethylaluminium. The values are rounded and do not describe a particular reactor. In this chemistry trimethylaluminium serves in both halves. If it cannot enter the 0.6 nm seam during deposition, the same size argument keeps it out during etching, which favours a surviving plug. This is an inference from a rigid-molecule picture, not an observed result; hydrogen fluoride is smaller and may still alter the film along the seam. A 0.7 nm sphere also reaches 0.17 nm into the mouth of a 0.6 nm seam, so the seam may recede faster than the flat film and deepen the recess beyond 4 nm. The molecular size also moves the threshold: slots up to about 20.7 nm wide end with a gap that excludes a 0.7 nm molecule. Real slots also depart from straight walls, and here a mouth 2 nm too narrow costs a void 2 nm wide, or 2.6 nm once the 0.7 nm precursor is shut out of a 0.6 nm neck.

As a design condition, a straight slot is plugged if $w<2t$ by more than its width variation, if $L>m$, if the precursor dose suffices to coat the slot down to its floor, and if the seam does not admit the complete etch chemistry. If the plug must be flush, the recess $m$ has to be removed by another step. The numerical output below lists the main values used here.

## Computed results

```
deposited = etched thickness t: 10.0 nm
growth per cycle: 0.10 nm
etch per cycle: 0.05 nm
deposition cycles: 100
etch cycles: 200
slot depth L: 60.0 nm
threshold width 2t: 20.0 nm
narrow slot width: 16.0 nm
cusp height h after deposition: 6.000 nm
meniscus depth, formula: 4.000 nm
meniscus depth, ball envelope: 4.000 nm
meniscus depth, pixel grid: 4.0 nm
pixel size: 0.1 nm
unfilled area, formula: 44.73 nm^2
unfilled area, envelope: 44.73 nm^2
slot cross-section: 960 nm^2
filled fraction: 95.3 %
wide slot width: 24.0 nm
wide slot final centre depth: 60.0 nm
fillet area (both), formula: 42.92 nm^2
fillet area (both), envelope: 42.92 nm^2
final centre depth at width 19.8 nm: 8.59 nm
final centre depth at width 20.0 nm: 10.00 nm
final centre depth at width 20.2 nm: 60.00 nm
shallow slot depth (width 16 nm): 3.0 nm
exposed floor width, formula: 1.72 nm
exposed floor width, envelope: 1.72 nm
recess for etch of 10.5 nm: 4.50 nm
recess for etch of 9.5 nm: 3.50 nm
depth after 4 pairs of 5 nm: 60.0 nm
narrowed mouth: 14.0 nm wide, 10.0 nm long
buried void width below that mouth: 2.0 nm
precursor diameter (rough): 0.7 nm
last gap the precursor enters: 0.8 nm
seam left: 0.6 nm
film on each wall beside the seam: 7.7 nm
depth, etched seam, resistant substrate: 60.0 nm
depth, etched seam, unselective etch: 62.3 nm
temperature: 550 K
precursor mass (rough): 72 u
uptake per pulse (rough): 4.0 per nm^2
depth / last open gap: 75
dose for last open gap, formula: 5.12e-03 Torr s
dose, collision integral equation: 3.34e-03 Torr s
chosen pulse dose: 0.10 Torr s
```
